# Multipole expansion of the retarded kernel cos(w r12)/r12: a program that tests the result

```python
"""
Result under test, for w > 0 and r1 != r2:
  cos(w R)/R = -w sum_L (2L+1) j_L(w r<) y_L(w r>) P_L(u)
R: distance of two points with radii r1, r2 and angle cosine u;
r<, r>: smaller and larger radius; j_L, y_L: spherical Bessel functions;
P_L: Legendre polynomials; w: wave number.
The static limit w -> 0 must be sum_L r<^L/r>^(L+1) P_L(u) = 1/R.
Example: Se atom, w from the 1s-2p orbital energy difference.
Rydberg units: e^2 = 2, c = 2/alpha, lengths in bohr.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import spherical_jn, spherical_yn, eval_legendre
from pyscf import gto, scf


def distance(r1, r2, u):
    return np.sqrt(r1**2 + r2**2 - 2*r1*r2*u)


def radial_terms(r1, r2, w, lmax):
    """Coefficients of P_L in the expansion of cos(wR)/R."""
    L = np.arange(lmax + 1)
    small, large = min(r1, r2), max(r1, r2)
    return -w*(2*L + 1)*spherical_jn(L, w*small)*spherical_yn(L, w*large)


def static_terms(r1, r2, lmax):
    L = np.arange(lmax + 1)
    small, large = min(r1, r2), max(r1, r2)
    return (small/large)**L/large


def outgoing_radial(L, r1, r2, w):
    """Derived formula for the Legendre projection of exp(iwR)/R."""
    small, large = min(r1, r2), max(r1, r2)
    hankel = spherical_jn(L, w*large) + 1j*spherical_yn(L, w*large)
    return 1j*w*spherical_jn(L, w*small)*hankel


nodes, weights = np.polynomial.legendre.leggauss(120)


def projection_by_angle(L, r1, r2, w):
    """Definition: half the integral of exp(iwR)/R P_L(u) over u."""
    R = distance(r1, r2, nodes)
    return 0.5*np.sum(weights*np.exp(1j*w*R)/R*eval_legendre(L, nodes))


def projection_by_distance(L, r1, r2, w):
    """Same projection with R as variable; smooth even at r1 = r2."""
    low, high = abs(r1 - r2), r1 + r2
    R = 0.5*(high + low) + 0.5*(high - low)*nodes
    u = (r1**2 + r2**2 - R**2)/(2*r1*r2)
    integrand = np.exp(1j*w*R)*eval_legendre(L, u)
    return 0.5*(high - low)*np.sum(weights*integrand)/(2*r1*r2)


# Helmholtz equation, source strength, and freedom to add a sine wave
Rs, ws = sp.symbols("R w", positive=True)
a = sp.symbols("a", real=True)
for G in (sp.exp(sp.I*ws*Rs)/Rs,
          (sp.cos(ws*Rs) + a*sp.sin(ws*Rs))/Rs):
    residual = sp.diff(Rs*G, Rs, 2)/Rs + ws**2*G
    assert sp.simplify(residual) == 0
    flux = sp.expand(4*sp.pi*Rs**2*sp.diff(G, Rs))
    assert sp.simplify(sp.limit(flux, Rs, 0) + 4*sp.pi) == 0

# Projection from its definition against the product formula
projection_error = 0.0
for w in (0.3, 0.9, 4.0):
    for r1, r2 in ((0.8, 1.7), (2.4, 1.1)):
        for L in range(7):
            formula = outgoing_radial(L, r1, r2, w)
            for project in (projection_by_angle, projection_by_distance):
                error = abs(project(L, r1, r2, w) - formula)
                projection_error = max(projection_error, error)
assert projection_error < 1e-11

# Radial equation, slope jump, far field: all from the quadrature
w, source = 0.9, 1.3
jump_error = 0.0
for L in range(5):
    def g(r):
        return projection_by_distance(L, r, source, w)
    h = 5e-3
    for r in (0.7, 2.1):
        f = np.array([g(r + k*h) for k in (-2, -1, 0, 1, 2)])
        first = np.dot([1, -8, 0, 8, -1], f)/(12*h)
        second = np.dot([-1, 16, -30, 16, -1], f)/(12*h**2)
        residual = second + 2*first/r + (w**2 - L*(L + 1)/r**2)*f[2]
        assert abs(residual) < 1e-6
    h = 1e-3
    stencil = np.array([-25, 48, -36, 16, -3])/(12*h)
    right = np.dot(stencil, [g(source + k*h) for k in range(5)])
    left = -np.dot(stencil, [g(source - k*h) for k in range(5)])
    jump_error = max(jump_error, abs(right - left + 1/source**2))
    if L > 0:
        amplitude = (-1j)**L*spherical_jn(L, w*source)
        far = [abs(r*np.exp(-1j*w*r)*g(r) - amplitude)
               for r in (2000.0, 4000.0)]
        assert abs(far[0]/far[1] - 2) < 0.02  # remainder falls as 1/r
assert jump_error < 1e-7

# Wronskian used to fix the amplitude
for L in range(7):
    for x in (0.4, 1.7, 9.0):
        wronskian = (spherical_jn(L, x)*spherical_yn(L, x, True)
                     - spherical_jn(L, x, True)*spherical_yn(L, x))
        assert abs(wronskian*x**2 - 1) < 1e-10

# Complete sums against closed forms: cosine and outgoing wave
sum_error = 0.0
orders = np.arange(81)
for r1, r2, u, w in ((0.7, 1.9, 0.3, 0.4), (2.0, 1.1, -0.8, 3.0),
                     (4.0, 6.5, 0.5, 5.0), (1.0, 2.0, 1.0, 1.5)):
    R = distance(r1, r2, u)
    P = eval_legendre(orders, u)
    cosine_sum = np.dot(radial_terms(r1, r2, w, 80), P)
    sum_error = max(sum_error, abs(cosine_sum - np.cos(w*R)/R))
    wave = sum((2*L + 1)*outgoing_radial(L, r1, r2, w)*P[L]
               for L in orders)
    assert abs(wave - np.exp(1j*w*R)/R) < 1e-10
assert sum_error < 1e-10

# Geometric majorant of the terms
rng = np.random.default_rng(4)
largest_bound_ratio = 0.0
for _ in range(1500):
    r1, r2 = rng.uniform(0.1, 5.0, 2)
    w, L = rng.uniform(0.05, 5.0), int(rng.integers(0, 31))
    small, large = min(r1, r2), max(r1, r2)
    bound = np.exp(w*large)*(small/large)**L/large
    ratio = (2*L + 1)*abs(outgoing_radial(L, r1, r2, w))/bound
    largest_bound_ratio = max(largest_bound_ratio, ratio)
assert largest_bound_ratio <= 1 + 1e-10

# Static limit and the first correction, term by term and summed
r1, r2, u, w = 0.7, 1.9, 0.3, 0.01
R = distance(r1, r2, u)
L = np.arange(41)
P = eval_legendre(L, u)
static = static_terms(r1, r2, 40)
dynamic = radial_terms(r1, r2, w, 40)
assert abs(np.dot(static, P) - 1/R) < 1e-12
curvature = r2**2/(2*(2*L - 1)) - r1**2/(2*(2*L + 3))
assert np.max(np.abs((dynamic/static - 1)/w**2 - curvature)) < 1e-3
assert abs(np.dot(static*curvature, P) + R/2) < 1e-11
static_slope = (np.dot(dynamic, P) - 1/R)/w**2
assert abs(static_slope + R/2) < 1e-4

# Se atom: orbital energies and rms radii
mol = gto.M(atom="Se 0 0 0", basis="cc-pvdz", spin=2, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-10
mf.max_cycle = 200
mf.kernel()
if not mf.converged:
    mf = mf.newton()
    mf.kernel()
assert mf.converged
energies = np.asarray(mf.mo_energy)
orbitals = np.asarray(mf.mo_coeff)
s_rows = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
          if "s" in lab[2]]
assert np.max(np.abs(orbitals[s_rows, 2:5])) < 1e-3  # these are 2p
r_squared = np.einsum("pi,pq,qi->i", orbitals,
                      mol.intor("int1e_r2"), orbitals)
e_1s, e_2p = 2*energies[0], 2*np.mean(energies[2:5])
spread_2p = 2*np.ptp(energies[2:5])
gap = e_2p - e_1s
assert spread_2p < 0.01*gap
r_1s, r_2p = np.sqrt(r_squared[0]), np.sqrt(np.mean(r_squared[2:5]))

alpha = const.fine_structure
w = alpha*gap/2
rydberg_joule = const.value("Rydberg constant times hc in J")
rydberg_ev = const.value("Rydberg constant times hc in eV")
bohr = const.value("Bohr radius")
w_from_si = gap*rydberg_joule/(const.hbar*const.c)*bohr
assert abs(w_from_si/w - 1) < 1e-8

angle = 60.0
u = np.cos(np.deg2rad(angle))
R = distance(r_1s, r_2p, u)
kernel, coulomb = 2*np.cos(w*R)/R, 2/R
lmax = 6
P = eval_legendre(np.arange(lmax + 1), u)
terms = 2*radial_terms(r_1s, r_2p, w, lmax)*P
limits = 2*static_terms(r_1s, r_2p, lmax)*P
partial = np.cumsum(terms)
q = min(r_1s, r_2p)/max(r_1s, r_2p)
large = max(r_1s, r_2p)
tail_bound = 2*np.exp(w*large)*q**(lmax + 1)/(large*(1 - q))
assert abs(partial[-1] - kernel) <= tail_bound

print("Tests")
print(f"largest projection error: {projection_error:.1e} bohr^-1")
print(f"largest slope-jump error: {jump_error:.1e} bohr^-2")
print(f"largest error of cosine sum: {sum_error:.1e} bohr^-1")
print(f"largest term/bound ratio: {largest_bound_ratio:.4f}")
print("Se atom, nonrelativistic triplet ROHF/cc-pVDZ")
print(f"1s orbital energy: {e_1s:.3f} Ry")
print(f"2p orbital energy (mean): {e_2p:.3f} Ry")
print(f"spread of 2p energies: {spread_2p:.4f} Ry")
print(f"energy difference: {gap:.3f} Ry")
print(f"speed of light 2/alpha: {2/alpha:.4f} Rydberg units")
print(f"wave number w: {w:.5f} bohr^-1")
print(f"rms radius 1s: {r_1s:.5f} bohr")
print(f"rms radius 2p: {r_2p:.5f} bohr")
print(f"angle: {angle:.0f} degrees")
print(f"distance R: {R:.5f} bohr")
print(f"w r<: {w*min(r_1s, r_2p):.5f}")
print(f"w r>: {w*large:.5f}")
print(f"w R: {w*R:.5f}")
print(f"ratio r</r>: {q:.5f}")
print("L, term (Ry), static term (Ry), partial sum (Ry)")
for L in range(lmax + 1):
    print(f"{L} {terms[L]:.6f} {limits[L]:.6f} {partial[L]:.6f}")
print(f"closed form 2cos(wR)/R: {kernel:.6f} Ry")
print(f"closed form 2cos(wR)/R: {kernel*rydberg_ev:.3f} eV")
print(f"static value 2/R: {coulomb:.6f} Ry")
print(f"truncation error: {abs(partial[-1] - kernel):.2e} Ry")
print(f"truncation bound: {tail_bound:.2e} Ry")
print(f"retardation change: {kernel - coulomb:.6f} Ry")
print(f"leading estimate -w^2 R: {-w**2*R:.6f} Ry")
print(f"relative change: {100*(kernel/coulomb - 1):.3f} percent")
print("tests ok")
```

Output:

```
Tests
largest projection error: 5.5e-15 bohr^-1
largest slope-jump error: 6.6e-11 bohr^-2
largest error of cosine sum: 4.4e-16 bohr^-1
largest term/bound ratio: 0.8517
Se atom, nonrelativistic triplet ROHF/cc-pVDZ
1s orbital energy: -921.840 Ry
2p orbital energy (mean): -108.637 Ry
spread of 2p energies: 0.0038 Ry
energy difference: 813.204 Ry
speed of light 2/alpha: 274.0720 Rydberg units
wave number w: 2.96712 bohr^-1
rms radius 1s: 0.05205 bohr
rms radius 2p: 0.19098 bohr
angle: 60 degrees
distance R: 0.17100 bohr
w r<: 0.15445
w r>: 0.56666
w R: 0.50738
ratio r</r>: 0.27257
L, term (Ry), static term (Ry), partial sum (Ry)
0 8.800452 10.472364 8.800452
1 1.634371 1.427207 10.434824
2 -0.102677 -0.097252 10.332146
3 -0.095713 -0.092777 10.236434
4 -0.017079 -0.016708 10.219355
5 0.001440 0.001415 10.220794
6 0.001407 0.001388 10.222202
closed form 2cos(wR)/R: 10.222415 Ry
closed form 2cos(wR)/R: 139.083 eV
static value 2/R: 11.695848 Ry
truncation error: 2.13e-04 Ry
truncation bound: 2.84e-03 Ry
retardation change: -1.473433 Ry
leading estimate -w^2 R: -1.505454 Ry
relative change: -12.598 percent
tests ok
```
